# Why DFT+U on d and f shells needs occupancies beyond L = 2

## 1. A shell with two occupations

Take one spin channel of a d shell on a cubic site. The three t2g orbitals ($xy, yz, zx$) share an occupation $n_t$, and the two eg orbitals share $n_e$. The occupancy matrix is diagonal, with charge $N=3n_t+2n_e$. Write $\delta=n_t-n_e$ and subtract the average:

$$n_t-\frac N5=\frac{5n_t-3n_t-2n_e}{5}=\frac25\delta,\qquad n_e-\frac N5=\frac{5n_e-3n_t-2n_e}{5}=-\frac35\delta .$$

The matrix is thus an average plus $\delta/5$ times the pattern $(2,2,2,-3,-3)$, t2g orbitals first. To find the multipole of this pattern, look at its charge on the unit sphere. The normalized t2g orbitals are $\sqrt{15/4\pi}\,xy$ and its partners, so a filled t2g set has the density

$$\rho_t=\frac{15}{4\pi}(x^2y^2+y^2z^2+z^2x^2).$$

A full d shell has the uniform density $5/4\pi$, so $\rho_e=5/4\pi-\rho_t$. The pattern has the density

$$2\rho_t-3\rho_e=5\rho_t-\frac{15}{4\pi}=\frac{75}{4\pi}\left(x^2y^2+y^2z^2+z^2x^2-\frac15\right).$$

It is an even polynomial of degree four, so it can contain $L=0,2,4$. The average of $x^2y^2$ over the sphere is $1/15$, so the bracket averages to zero and $L=0$ is absent. An $L=2$ part would be a traceless quadratic form with cubic symmetry. Cubic symmetry permits no quadratic form except a multiple of $x^2+y^2+z^2$, whose traceless part is zero. The pattern is pure $L=4$.

Keeping components up to $L=2$ therefore replaces both occupations by $N/5$. The charge survives and the difference between t2g and eg is lost. DFT+U acts on that difference.

## 2. Which ranks a shell contains

In PAW the on-site occupancies $\rho_{\nu m,\nu'm'}$ carry a radial index $\nu$ and an angular index $m$. The matrix used by +U is a weighted sum over the radial indices,

$$n_{mm'}=\sum_{\nu\nu'}w_{\nu\nu'}\,\rho_{\nu m,\nu'm'},$$

where the $w_{\nu\nu'}$ are radial integrals. They do not touch $m$, so a rank removed from $\rho$ is also missing from $n$.

Under a rotation both indices of $n$ turn, each as an angular momentum $l$. Two angular momenta $l$ couple to $L=0,1,\dots,2l$. The part $n_L$ of rank $L$ satisfies

$$\sum_{i=x,y,z}[L_i,[L_i,n_L]]=L(L+1)\,n_L,$$

because the commutator with $L_i$ is the generator of rotations acting on a matrix. Parts of different rank are orthogonal: $\mathrm{Tr}(n_Ln_{L'})=0$ for $L\neq L'$.

If $n$ is real and symmetric in real harmonics $S_m$, odd ranks vanish. To see this, consider the Gaunt matrices

$$G^{LM}_{mm'}=\int S_mS_{m'}S_{LM}\,d\Omega .$$

They are symmetric, and parity makes them zero for odd $L$. For even $L\le 2l$ they number

$$\sum_{j=0}^{l}(4j+1)=2l(l+1)+(l+1)=(l+1)(2l+1),$$

which is the dimension of the symmetric matrices of size $2l+1$. They are nonzero and mutually orthogonal, so they form a basis. A d shell has ranks 0, 2, 4 and an f shell has 0, 2, 4, 6. Orbital currents, as with spin-orbit coupling, add antisymmetric parts with odd $L$, still below $2l$.

## 3. What +U does with each rank

Use the rotationally invariant form with one effective interaction $U$:

$$E_U=\frac U2\mathrm{Tr}(n-n^2).$$

For a small change $dn$, the cyclic property of the trace gives $d\,\mathrm{Tr}\,n^2=2\,\mathrm{Tr}(n\,dn)$. Hence

$$dE_U=\mathrm{Tr}\left[U\left(\tfrac12-n\right)dn\right],\qquad V=U\left(\tfrac12-n\right).$$

A change of any rank enters $V$ with the same factor $-U$. The high ranks are not small corrections in a multipole series.

Let $h=\sum_{L>2}n_L$ be the removed part and $\tilde n=n-h$ the matrix that is kept. The potential error is

$$V(\tilde n)-V(n)=+Uh .$$

For the energy, $\mathrm{Tr}\,h=0$, since $h$ is orthogonal to the unit matrix. Orthogonality also gives $\mathrm{Tr}\,n^2=\mathrm{Tr}\,\tilde n^2+\mathrm{Tr}\,h^2$. Therefore

$$E_U(\tilde n)-E_U(n)=\frac U2\left(\mathrm{Tr}\,n^2-\mathrm{Tr}\,\tilde n^2\right)=\frac U2\mathrm{Tr}\,h^2\ge0 .$$

In the cubic d shell,

$$\mathrm{Tr}\,h^2=3\left(\tfrac25\delta\right)^2+2\left(\tfrac35\delta\right)^2=\tfrac{12+18}{25}\delta^2=\tfrac65\delta^2 .$$

The +U part of the splitting, eg level minus t2g level, is $U(\tfrac12-n_e)-U(\tfrac12-n_t)=U\delta$. A cut at $L=2$ removes all of it. On a site of lower symmetry an $L=2$ part survives, but the $L=4$ part is lost as before.

## 4. The f shell: why 4 is not enough

Fill the cubic a2u orbital $S_a=\sqrt{105/4\pi}\,xyz$ and leave the other six f orbitals empty. Then $n$ is the projector on $S_a$, with $\mathrm{Tr}\,n^2=1$. The $L=0$ part is $1/7$ of the unit matrix, and its squared norm is $7/49=1/7$. The $L=2$ part vanishes by cubic symmetry.

For $L=4$ there is one cubic harmonic,

$$K=c\left(x^4+y^4+z^4-\tfrac35\right).$$

Sphere averages follow from $\langle x^8\rangle=1/9$ and $\langle x^4y^4\rangle=1/105$:

$$\left\langle\left(x^4+y^4+z^4-\tfrac35\right)^2\right\rangle=\frac39+\frac6{105}-\frac9{25}=\frac{16}{525}.$$

Normalization, $4\pi c^2\cdot16/525=1$, gives $c^2=525/(64\pi)$. With $\langle x^6y^2z^2\rangle=1/693$ and $\langle x^2y^2z^2\rangle=1/105$, the overlap with the orbital's density is

$$\int S_a^2K\,d\Omega=105\,c\left(\frac3{693}-\frac35\cdot\frac1{105}\right)=-\frac{8c}{55}.$$

The squared norm of a Gaunt matrix does not depend on $M$, so average it over $M$. The addition theorem turns the sums over $m$, $m'$ and $M$ into Legendre polynomials:

$$\|G^{LM}\|^2=\frac1{2L+1}\left(\frac{2l+1}{4\pi}\right)^2\frac{2L+1}{4\pi}\,8\pi^2\int_{-1}^1P_l^2P_L\,du=\frac{(2l+1)^2}{8\pi}\int_{-1}^1P_l^2P_L\,du .$$

The factor $8\pi^2$ comes from integrating over two directions at fixed relative angle. For $l=3$, $L=4$, multiplying out the polynomials gives the integral $4/77$, so the squared norm is $7/(22\pi)$. The share of $L=4$ is

$$\frac{(8c/55)^2}{7/(22\pi)}=\frac{21}{121\pi}\cdot\frac{22\pi}{7}=\frac6{11}\approx0.545 .$$

The rest, $1-1/7-6/11=24/77\approx0.312$, belongs to $L=6$.

These shares also give the occupation that each cut assigns to the filled orbital, since $\langle a|n_L|a\rangle=\mathrm{Tr}(n\,n_L)=\mathrm{Tr}\,n_L^2$. A cut at $L=2$ leaves 0.143 and a cut at $L=4$ leaves 0.688, where the true value is 1. The +U potential on the orbital becomes $+0.357U$ and $-0.188U$ respectively, instead of $-0.5U$. In the first case even the sign is wrong.

## 5. The comparison with plain Hartree

Runs without +U also contain $L=4$ occupancies. Their weight can be estimated from the bare Hartree potential inside the shell. Expanding the Coulomb interaction in multipoles gives

$$V^H_{mm'}=\sum_{LM}\frac{4\pi}{2L+1}F^L\,G^{LM}_{mm'}\sum_{pp'}G^{LM}_{pp'}n_{pp'},$$

with Slater integrals $F^L$. A change of pure rank $L$ is returned multiplied by $\kappa_L=4\pi F^L\|G^{LM}\|^2/(2L+1)$. For $l=2$, $L=4$ use $P_2^2=\tfrac{18}{35}P_4+\tfrac27P_2+\tfrac15$, so the integral is $\tfrac{18}{35}\cdot\tfrac29=\tfrac4{35}$. Then $\|G\|^2=\tfrac{25}{8\pi}\cdot\tfrac4{35}=\tfrac5{14\pi}$ and

$$\kappa_4=\frac{4\pi}9\cdot\frac5{14\pi}F^4=\frac{10}{63}F^4 .$$

For a chosen $F^4=5$ eV this is 0.79 eV, against $U=3$ eV in the example below. The signs differ as well: Hartree raises a level that gains charge, while +U lowers it. An equal change in the other spin channel would double the Hartree figure. Exchange-correlation is left out, so this is an estimate of scale. It makes plausible that a cut at $L=2$ does less harm without +U, but it does not show that the harm is zero.

## 6. Two things a cutoff can mean

The high ranks can be treated in two ways.

**Reset.** The mixer handles $L\le2$, and higher ranks are taken from the latest orbitals. At convergence, output equals input for every rank, which is the same condition as with full mixing. The set of solutions is unchanged; the path to them is not.

**Dropped.** The high ranks are absent from a stored density that is then held fixed, for instance for a band structure. The +U potential is wrong by $Uh$, and no later step repairs it.

A model separates the two. The d shell is coupled to a bath whose band is much wider than $\Gamma$, with the Fermi level at zero. The coupling broadens each level into a Lorentzian of half-width $\Gamma$ (labelled "bath half-width" in the output), and its occupation is the area below zero:

$$n_i=\int_{-\infty}^0\frac{\Gamma/\pi}{(\omega-\varepsilon_i)^2+\Gamma^2}\,d\omega=\frac12-\frac1\pi\arctan\frac{\varepsilon_i}\Gamma .$$

The levels depend on the occupations through

$$\varepsilon_i=\Delta_i+C(N-N_0)+U\left(\tfrac12-n_i\right),\qquad \Delta_t=-\tfrac25\Delta,\quad\Delta_e=+\tfrac35\Delta .$$

Here $\Delta$ is the bare splitting, and $C$ is the stiffness against adding charge to the reference $N_0$. The model omits the second spin channel, lattice dispersion, the separate smooth PAW density and the $L=4$ response of Section 5. The parameters are round numbers in eV, the natural unit for $U$: $\Delta=0.1$, $\Gamma=1$, $C=2$, and $U=1$, 2 or 3, with $N_0=2.5$.

## 7. The charge channel and the L = 4 channel

Near the solution, write the error of the input as $\delta n=sT_0+qT_4$, with normalized patterns $T_0=(1,1,1,1,1)/\sqrt5$ and $T_4=(2,2,2,-3,-3)/\sqrt{30}$. The charge error is $\delta N=\sqrt5\,s$. Since $C\sqrt5\,s$ on every orbital equals $5Cs\,T_0$, the levels shift by

$$\delta\varepsilon=k\,s\,T_0-U\,q\,T_4,\qquad k=5C-U .$$

The output error is $-\chi_i\,\delta\varepsilon_i$, where $\chi_i=-dn_i/d\varepsilon_i=\Gamma/[\pi(\varepsilon_i^2+\Gamma^2)]$. Projecting it on the two patterns gives

$$s'=-k\chi_{ss}s+U\chi_{sq}q,\qquad q'=-k\chi_{sq}s+U\chi_{qq}q,$$

$$\chi_{ss}=\frac{3\chi_t+2\chi_e}5,\quad \chi_{qq}=\frac{12\chi_t+18\chi_e}{30}=\frac{2\chi_t+3\chi_e}5,\quad \chi_{sq}=\frac{6(\chi_t-\chi_e)}{\sqrt{150}}=\frac{\sqrt6}5(\chi_t-\chi_e).$$

**Charge alone.** At $U=3$ eV the converged responses are $\chi_t=0.2825$ and $\chi_e=0.2438$ per eV, so $\chi_{ss}=0.267$ per eV. With $k=10-3=7$ eV, $k\chi_{ss}=1.87$. Without mixing, a charge error returns with opposite sign and 1.87 times the size. The unmixed run indeed fails: after 300 cycles its occupancy still changes by 1.7 in norm. This channel is why a mixer is needed.

**L = 4 alone.** Here the factor is $+U\chi_{qq}$. An orbital that gains charge is lowered and attracts more. The error keeps its sign and decays slowly when $U\chi_{qq}$ is just below one.

**Both, with L = 4 reset.** To isolate the $L=4$ error, solve the charge fully in every cycle, so that $s'=s$. The first equation then gives $s=U\chi_{sq}q/(1+k\chi_{ss})$. Inserting this in the second,

$$q'=\lambda q,\qquad \lambda=U\left[\chi_{qq}-\frac{k\chi_{sq}^2}{1+k\chi_{ss}}\right].$$

For $U=3$ eV, $\chi_{qq}=0.2593$ and $\chi_{sq}=0.0190$ per eV. The correction is $7\times0.0190^2/2.87\approx0.0009$ per eV, so $\lambda\approx3\times0.2584=0.775$. The measured factor is 0.7752. The charge channel barely helps, because $\chi_t$ and $\chi_e$ are nearly equal.

For $k>0$ the correction lowers $\lambda$, so $\lambda\le U\chi_{qq}\le U/(\pi\Gamma)$. The Cauchy-Schwarz inequality gives $\chi_{sq}^2\le\chi_{ss}\chi_{qq}$, so the bracket is at least $\chi_{qq}/(1+k\chi_{ss})$ and $\lambda$ is positive. All three runs have $U<\pi\Gamma$, hence $0<\lambda<1$, and the reset iteration converges locally for errors that keep the cubic symmetry. For $U>\pi\Gamma$ this guarantee is gone; if $\lambda$ exceeds one at a solution, the reset iteration moves away from it. In the opposite limit, with all levels far from the Fermi level, $\chi_i\approx\Gamma/(\pi\varepsilon_i^2)$ is small and resetting costs little for errors that keep the cubic symmetry. The storage error need not shrink with it. In this limit $U\delta$ is close to $U$ when t2g is full and eg empty, and close to zero when the whole shell is full or empty.

Errors that break the cubic symmetry behave differently. An off-diagonal error $q$ between a t2g and an eg orbital shifts the potential by $-Uq$, and first-order perturbation theory returns it multiplied by $U\delta/(\varepsilon_e-\varepsilon_t)=U\delta/(\Delta+U\delta)$. The $T_{1g}$ combinations of these elements are pure $L=4$, since $L=2$ contains only $E_g$ and $T_{2g}$, so they are reset and decay at this rate. At $U=3$ eV the factor is $0.809/0.909=0.89$, larger than $\lambda$. With t2g full and eg empty it approaches $U/(U+\Delta)$, which is close to one when $\Delta\ll U$, however small the $\chi_i$ are.

## 8. Weighing the cost in cycles

The runs stop when the occupancy residual falls below $10^{-9}$. Anderson mixing, which estimates the response from earlier residuals, gives the first two columns of cycle counts. In the third, the charge is solved fully in every cycle and $L=4$ is reset:

| $U$ (eV) | all ranks mixed | mixed to $L=2$ | charge solved fully | $\lambda$ |
|---|---|---|---|---|
| 1 | 7 | 17 | 17 | 0.316 |
| 2 | 8 | 39 | 38 | 0.624 |
| 3 | 12 | 76 | 76 | 0.775 |

The last two counts nearly coincide, so the remaining charge error is not what limits the run. The cubic part of the hidden error needs $\ln10/(-\ln\lambda)$ cycles per decimal digit: 2.0 at $U=1$ eV and 9.0 at $U=3$ eV. At $U=3$ eV the run with fully solved charge starts from a residual of about 0.035 and must gain 7.5 digits, which takes about 68 cycles at this final rate. The observed 76 is larger because the residual shrinks more slowly at first, by only about 5 % from the first cycle to the second.

All these runs start from an exactly cubic matrix and stay cubic. From such a start full mixing is faster because the accelerator sees both $s$ and $q$. Near the solution the residual is linear in these two unknowns, and two independent earlier differences determine its slope. When $L=4$ is reset, the mixer used here is not given the residual of $q$ and does not accelerate it. A start that breaks the cubic symmetry adds unknowns, among them the slow mode of Section 7, and with a history of only two differences the advantage of full mixing can disappear. For $U>\pi\Gamma$ the model can have several solutions, and Anderson mixing, which seeks any zero of the residual, can settle on one with $\lambda>1$: at $U=4$ eV the same start leads it to $n_t=0.451$, $n_e=0.574$ ($\lambda=1.22$), while the reset iteration reaches 0.714 and 0.203.

Damping by itself would not help. If $L=4$ were mixed with a fixed fraction $\beta<1$, its error factor, with the small coupling to charge neglected, would be $1-\beta(1-\lambda)$. This exceeds $\lambda$ by $(1-\beta)(1-\lambda)>0$, so the run would be slower than with a reset. A fraction above one can help: in the same approximation the error factor vanishes at $\beta=1/(1-\lambda)$, about 4.4 at $U=3$ eV. That choice requires knowing $\lambda$ beforehand, whereas Anderson mixing of all ranks estimates the response from the residuals.

## 9. Weighing the error in the stored potential

At $U=3$ eV the converged occupations are $n_t=0.609$ and $n_e=0.339$, so $\delta=0.270$. The splitting has two parts:

$$0.100\ \text{eV (bare)}+3\times0.2697\ \text{eV}=0.100+0.809=0.909\ \text{eV}\quad(0.0334\ \text{hartree}).$$

Storage up to $L=2$ keeps 0.501 electrons in every orbital. The splitting computed from it is 0.100 eV (0.0037 hartree): 89 % of the converged value is gone. The +U energy evaluated with the cut matrix is too high by $\tfrac U2\cdot\tfrac65\delta^2=1.8\times0.0727=0.131$ eV. Storage up to $L=4$ reproduces the converged occupations.

One diagonalization in the cut potential gives $n_t=0.510$ and $n_e=0.479$. The difference of 0.032 is the response to the bare splitting, about $0.1$ eV times $1/(\pi\Gamma)=0.318$ per eV. Dropping $L=4$ in every cycle leads to nearly the same place, 0.513 and 0.481, with the charge readjusted. Such a run meets its convergence criterion for the ranks it keeps, so a small residual there gives no warning.

If the density is instead released after reading, the lost rank can grow back. All runs in the table of Section 8 started with no $L=4$ part and reached the same solution. For $U=3$ eV this took 76 cycles with $L=4$ reset and 12 with all ranks mixed. These counts belong to a start at 0.4 electrons per orbital; a start from the stored density can take a different number. A fixed-density calculation has no such recovery. For real symmetric occupancies, storing ranks up to $2l$ (4 for d and 6 for f) removes the error in the stored potential. Mixing up to the same rank shortened the cubic runs shown here, all with $U<\pi\Gamma$; it guarantees neither faster convergence from a general start nor arrival at a stable solution. The numerical output follows.

## Values computed for the example and the checks

```
Bare cubic splitting: 0.100 eV
Bath half-width: 1.000 eV; charge stiffness: 2.000 eV
Reference charge: 2.50 electrons; start: 0.40 per orbital
Convergence threshold on occupancy residual: 1e-09
U = 1.0 eV: cycles, all ranks mixed: 7
  cycles, mixed to L=2: 17 (last residual 6.9e-10)
  cycles, ideal visible charge: 17
  L=4 error factor: measured 0.3164, formula 0.3164
U = 2.0 eV: cycles, all ranks mixed: 8
  cycles, mixed to L=2: 39 (last residual 7.2e-10)
  cycles, ideal visible charge: 38
  L=4 error factor: measured 0.6237, formula 0.6237
U = 3.0 eV: cycles, all ranks mixed: 12
  cycles, mixed to L=2: 76 (last residual 9.0e-10)
  cycles, ideal visible charge: 76
  L=4 error factor: measured 0.7752, formula 0.7752
The following lines are for U = 3 eV
chi_t, chi_e: 0.2825, 0.2438 per eV
Charge overshoot k*chi_ss: 1.869
Residual after 300 unmixed cycles: 1.733
Converged n_t, n_e: 0.6089, 0.3393
Converged charge: 2.5053 electrons
Converged t2g, eg levels: -0.3562, 0.5528 eV
Converged splitting: 0.9090 eV = 0.03340 hartree
+U part of splitting: 0.8090 eV
Occupation kept by L<=2 storage: 0.5011 per orbital
Splitting from L<=2 storage: 0.1000 eV = 0.00367 hartree
n_t, n_e from L<=2 storage: 0.5104, 0.4786
+U energy error of L<=2 storage: 0.1309 eV
n_t, n_e with L=4 always dropped: 0.5127, 0.4809
Slater integral F4 chosen: 5.00 eV
Bare Hartree response at L=4: 0.7937 eV
Filled f a2u orbital, squared-norm share of L=0: 0.1429
Filled f a2u orbital, squared-norm share of L=2: 0.0000
Filled f a2u orbital, squared-norm share of L=4: 0.5455
Filled f a2u orbital, squared-norm share of L=6: 0.3117
```
